# The Gap of Bilayer Graphene Beneath a Metal Contact

## Problem

A metal lies on Bernal-stacked bilayer graphene and makes the two layers inequivalent. Layer 1 is next to the metal and layer 2 is the far layer. The sites are A1, B1 in layer 1 and A2, B2 in layer 2, with A2 and B1 directly facing each other. The site energies are \(-U/2\) in layer 1 and \(+U/2\) in layer 2, so \(U\) is the full energy difference between the layers. It is the difference inside the bilayer, after screening. Take \(U=0.30\) eV and an interlayer hopping \(g=0.39\) eV between B1 and A2.

Near a corner of the Brillouin zone, let \(\mathbf k\) be measured from the corner, \(v\) the in-plane velocity, and \(\pi=s\,e^{i\theta}\) with \(s=\hbar v|\mathbf k|\). In the order A1, B1, A2, B2 the minimal model is

\[
H=\begin{pmatrix}-U/2&\pi^*&0&0\\ \pi&-U/2&g&0\\ 0&g&U/2&\pi^*\\ 0&0&\pi&U/2\end{pmatrix}.
\]

(a) Find the four energies as functions of \(s\).

(b) Find the gap and the place in momentum space where it occurs. Evaluate both, with \(\hbar v=0.6391\) eV nm.

(c) The metal is the only electrode, and there is no electric field beyond layer 2. Can the Fermi level lie in the gap at zero temperature?

## Hints

1. A1 and B2 each couple to one other site. Eliminate them first. The phase \(\theta\) then drops out.
2. The condition for an eigenvalue is quadratic in \(E^2\), but also quadratic in \(s^2\). For (b), fix \(E\) and ask whether a real \(s^2\ge0\) exists.
3. For (c), Gauss's law fixes the sign of the charge on layer 2. Compare it with the charge that filled valence bands put there. The derivative of a band energy with respect to \(U\) measures how the state is shared between the layers.

## Solution

### (a) The energies

Write \(\alpha=E+U/2\), \(\beta=E-U/2\) and \(x=s^2=\pi\pi^*\). For amplitudes \((a_1,b_1,a_2,b_2)\), the equation \(H\psi=E\psi\) reads

\[
\alpha a_1=\pi^*b_1,\quad \alpha b_1=\pi a_1+g a_2,\quad
\beta a_2=g b_1+\pi^*b_2,\quad \beta b_2=\pi a_2 .
\]

For \(\alpha,\beta\neq0\), the first and last equations give \(a_1=\pi^*b_1/\alpha\) and \(b_2=\pi a_2/\beta\). Substitution leaves

\[
\left(\alpha-\frac{x}{\alpha}\right)b_1=g a_2,\qquad
\left(\beta-\frac{x}{\beta}\right)a_2=g b_1 .
\]

Eliminating two sites in this way takes a factor \(\alpha\beta\) out of the determinant, so

\[
\det(E-H)=\alpha\beta\left[\left(\alpha-\frac{x}{\alpha}\right)\left(\beta-\frac{x}{\beta}\right)-g^2\right]
=(\alpha^2-x)(\beta^2-x)-g^2\alpha\beta .
\]

Both ends are polynomials in \(E\), so the equality also holds where \(\alpha\) or \(\beta\) vanishes.

Now \(\alpha\beta=E^2-U^2/4\) and \(\alpha^2+\beta^2=2E^2+U^2/2\). The eigenvalue condition becomes

\[
x^2-x\left(2E^2+\frac{U^2}{2}\right)+\left(E^2-\frac{U^2}{4}\right)^2-g^2\left(E^2-\frac{U^2}{4}\right)=0. \tag{1}
\]

Collecting powers of \(E^2\) instead gives

\[
E^4-2ME^2+C=0,\qquad M=\frac{g^2}{2}+\frac{U^2}{4}+x,\qquad
C=\left(x-\frac{U^2}{4}\right)^2+\frac{g^2U^2}{4}.
\]

To solve for \(E^2\) we need \(M^2-C\). The two parts are

\[
M^2=x^2+x\left(g^2+\frac{U^2}{2}\right)+\frac{g^4}{4}+\frac{g^2U^2}{4}+\frac{U^4}{16},
\]
\[
C=x^2-\frac{xU^2}{2}+\frac{U^4}{16}+\frac{g^2U^2}{4}.
\]

Their difference is \(g^4/4+x(g^2+U^2)\), and therefore

\[
E_\pm^2=\frac{g^2}{2}+\frac{U^2}{4}+s^2\pm\sqrt{\frac{g^4}{4}+s^2(g^2+U^2)} . \tag{2}
\]

The four energies are \(\pm E_-\) and \(\pm E_+\), with \(E_\pm\ge0\). At the corner, \(s=0\), they are \(\pm U/2\) and \(\pm\sqrt{g^2+U^2/4}\). The inner pair is split by 0.300 eV and the upper band starts at 0.418 eV. The inner states there live on A1 and B2 alone, because these sites are decoupled at \(s=0\).

### (b) The gap

The corner is not the band edge. Expanding (2) for small \(x\), the square root is \(g^2/2+x(g^2+U^2)/g^2\) to first order, so

\[
E_-^2\simeq\frac{U^2}{4}-\frac{U^2}{g^2}\,x .
\]

The conduction band first falls as the momentum leaves the corner. To find how far, complete the square in (1). Half the coefficient of \(x\) is \(E^2+U^2/4\), and \((E^2+U^2/4)^2-(E^2-U^2/4)^2=E^2U^2\). Hence

\[
\left(x-E^2-\frac{U^2}{4}\right)^2=E^2U^2+g^2\left(E^2-\frac{U^2}{4}\right)
=E^2(g^2+U^2)-\frac{g^2U^2}{4}. \tag{3}
\]

The left side is non-negative for real \(x\). No propagating state exists unless

\[
|E|\ge E_0=\frac{g|U|}{2\sqrt{g^2+U^2}} .
\]

At \(|E|=E_0\) the solution is \(x=E_0^2+U^2/4\), which is positive and therefore a real momentum. The bound is reached, and the gap is

\[
E_g=2E_0=\frac{g|U|}{\sqrt{g^2+U^2}},\qquad
s_{\rm ring}=\sqrt{\frac{U^2}{4}+\frac{E_g^2}{4}} . \tag{4}
\]

The numbers are

\[
E_g=\frac{0.39\times0.30}{\sqrt{0.39^2+0.30^2}}\ \text{eV}
=\frac{0.1170}{0.4920}\ \text{eV}=0.238\ \text{eV},
\]
\[
s_{\rm ring}=\sqrt{0.150^2+0.1189^2}\ \text{eV}=0.191\ \text{eV},\qquad
k_{\rm ring}=\frac{0.1914}{0.6391}\ \text{nm}^{-1}=0.30\ \text{nm}^{-1}.
\]

The gap is about 238 meV, and the band edges form a ring around each corner.

**Limits and convention.** For \(|U|\ll g\), \(E_g\to|U|\). For \(|U|\gg g\), \(E_g\to g\): in this model a stronger asymmetry cannot open a gap larger than the interlayer hopping. If 0.30 eV meant \(\pm0.30\) eV on the layers, then \(U=0.60\) eV and the gap would be 0.327 eV.

**Why the gap is smaller than \(U\).** Let \(w_1,w_2\) be the weights of a normalized state on the layers. Since \(\partial H/\partial U\) is \(-1/2\) on layer 1 and \(+1/2\) on layer 2, first-order perturbation theory gives \(\partial E/\partial U=(w_2-w_1)/2\) at fixed momentum. At the ring the energy is stationary in \(s\), so the shift of the ring with \(U\) does not contribute to \(dE_0/dU\). For \(U>0\),

\[
w_2-w_1=2\frac{dE_0}{dU}
=g\,\frac{(g^2+U^2)-U^2}{(g^2+U^2)^{3/2}}
=\frac{g^3}{(g^2+U^2)^{3/2}} .
\]

With \(0.39/0.4920=0.793\), the difference is 0.498 and \(w_2=0.749\). A conduction-edge electron spends a quarter of its weight on the low-energy layer, whereas the corner state at \(+U/2\) is wholly on layer 2. The site energies then contribute only \(0.498\times0.150=0.075\) eV to the edge energy, and the hopping terms add 0.044 eV, which brings it to 0.119 eV, still below \(U/2\).

**Beyond the linear cone.** With nearest-neighbour in-plane hopping \(\gamma_0\) on the full lattice, \(s\) is replaced by \(\gamma_0|f(\mathbf k)|\), where \(f\) is the sum of the three bond phases. The algebra is unchanged. As \(|f|\) runs continuously from 0 to 3, the ring value is reached for \(\gamma_0=3.0\) eV, and (4) still holds. Diagonalization on this lattice also gives 0.2378 eV.

### (c) The Fermi level under a lone contact

Let \(n_1,n_2\) be the excess electron densities on the layers, \(d\) their spacing and \(e>0\). Count the field \(F\) as positive when it points from layer 1 to layer 2. Beyond layer 2 the field is zero, so Gauss's law across that layer gives \(0-\varepsilon_0\varepsilon_rF=-en_2\). Assume that \(U\) is wholly electrostatic. The electron energy then rises along the field by \(U=eFd\). Thus

\[
n_2=\frac{\varepsilon_0\varepsilon_r U}{e^2d}>0\quad\text{for }U>0. \tag{5}
\]

Suppose now that the Fermi level is in the gap at zero temperature. Both valence bands are full. Their weights \(W_1,W_2\) on the layers add to 2 at each momentum, and a neutral layer has weight 1. The excess on layer 2 at one momentum is therefore

\[
W_2-1=\frac{W_2-W_1}{2}=\frac{\partial}{\partial U}(-E_--E_+).
\]

Its sign follows from \(S=E_-+E_+\). The sum of the roots for \(E^2\) is \(2M\) and their product is \(C\), so

\[
S^2=g^2+\frac{U^2}{2}+2x+2R,\qquad
R=\sqrt{C}=\sqrt{\left(x-\frac{U^2}{4}\right)^2+\frac{g^2U^2}{4}} .
\]

Differentiating with respect to \(U^2\),

\[
\frac{\partial S^2}{\partial(U^2)}=\frac12-\frac{x-U^2/4}{2R}+\frac{g^2}{4R}>0,
\]

because \(R\ge|x-U^2/4|\) makes the first two terms together non-negative, and the last is positive. So \(S\) grows with \(U\), and \(W_2-1<0\) at every momentum. Filled valence bands leave layer 2 short of electrons, \(n_2<0\), which contradicts (5).

Raising the Fermi level fills states whose weight on layer 2 is non-negative, and lowering it empties them. The required \(n_2>0\) can therefore be met only above the gap. **The answer is no** as long as \(U\) is wholly electrostatic: the contact then opens a gap in the spectrum and at the same time dopes the bilayer out of it. A short-range shift of layer 1 by the metal, such as hybridization can cause, is not bound by Gauss's law and lies outside this argument. With \(\varepsilon_r=1\), layer 1 would have to be lowered by about 0.68 eV in this way to give \(U=0.30\) eV in a neutral bilayer, and a lowering of 0.3 eV would give a neutral bilayer a gap of about 0.12 eV. For \(U<0\) the mirror argument puts the Fermi level in the valence band.

For \(d=0.335\) nm the field between the layers is \(U/(ed)=8.96\) MV/cm. Holding \(U=0.30\) eV fixed at 300 K, the charge balance gives:

| \(\varepsilon_r\) between layers | \(n_2\) (cm\(^{-2}\)) | Fermi level above midgap (eV) | \(n_1+n_2\) (cm\(^{-2}\)) |
|---|---|---|---|
| 1 | \(4.9\times10^{12}\) | 0.39 | \(2.8\times10^{13}\) |
| 2 | \(9.9\times10^{12}\) | 0.50 | \(4.3\times10^{13}\) |

The conduction edge is only 0.119 eV above midgap. In the second row the Fermi level even lies above the bottom of the upper band at 0.418 eV.

### The model beside a real contact

The hoppings, lattice constant and spacing are rough typical values for bilayer graphene. Under a lone contact this asymmetry needs a large charge. By Gauss's law, the field between metal and layer 1 exceeds the interlayer field by the factor \((n_1+n_2)/n_2\) when both spaces have \(\varepsilon_r=1\). This gives \(8.96\times27.7/4.95\approx50\) MV/cm, or 1.5 V across an assumed 0.30 nm separation. The Fermi level also lies \(0.385+0.150\approx0.54\) eV above the neutrality energy of layer 1. The work-function difference needed is the sum, about 2 eV, if the whole 0.30 nm acts as capacitor gap and the interface carries no dipole. Neither assumption is safe. The charge planes lie closer together than the atoms, and an effective gap of 0.09 nm lowers the voltage to 0.45 V and the sum to about 1.0 eV. Graphene also pushes back the electron tail of the metal, even without chemical bonding. This dipole, roughly 0.9 eV in first-principles studies of physisorbed graphene, favours electron doping and lowers the need by that amount. The estimate therefore does not exclude \(U=0.30\) eV under a metal of low work function.

Real bilayers also have hoppings that the minimal model omits. Adding rough values of 0.38 eV for A1–B2, 0.14 eV for A1–A2 and B1–B2, and a 0.02 eV site shift on B1 and A2 lowers the gap to 0.211 eV, 11% below the minimal result. The A1–B2 hopping alone gives 0.212 eV. The band edge is then no longer an even ring: the conduction edge varies by about 20 meV with direction. The second and third digits of 0.238 eV thus belong to the model, not to a device. The same hoppings raise \(n_1+n_2\) in the first row of the table from \(2.8\) to \(3.2\times10^{13}\) cm\(^{-2}\), and they change \(n_2\) of the neutral bilayer in Variation 1 from \(-6.2\) to \(-7.1\times10^{12}\) cm\(^{-2}\). These densities take the matrix elements as \(-\gamma_0\) in the plane, \(+g\), \(-0.38\) eV for A1–B2 and \(+0.14\) eV for A1–A2 and B1–B2, and they depend on the signs. Reversing the A1–B2 hopping gives \(3.0\times10^{13}\) and \(-6.7\times10^{12}\) cm\(^{-2}\), and reversing the 0.14 eV hopping gives \(2.9\times10^{13}\) cm\(^{-2}\) for \(n_1+n_2\); the gap stays at 0.211 eV. With the added hoppings the thermal density of Variation 1 becomes \(6.0\times10^{10}\) cm\(^{-2}\), and the decay length of Variation 2 lies between 2.2 and 2.4 nm, depending on direction.

A metal that hybridizes with the bilayer also gives its states a finite lifetime. For an assumed Lorentzian broadening of 20 meV full width on all states, the midgap density of states is still 27% of its value at \(U=0\) with the same broadening. This ratio includes the long Lorentzian tails of states up to \(s=8\) eV, and it grows logarithmically with that cutoff: 19% at 1 eV, 24% at 3 eV, and 28% on the full lattice. A real metal broadens mainly layer 1, and not equally at all energies, so the number is only an illustration. A strongly bonded contact may therefore show no clean gap.

## Variation 1: a neutral bilayer between two gates

*What outer field keeps \(U=0.30\) eV with the Fermi level in the gap?*

Now \(n_1=-n_2\), and the same field \(F_{\rm out}\) exists on both sides. Gauss's law at layer 2, with \(\varepsilon_r=1\), gives \(\varepsilon_0(F_{\rm out}-F)=-en_2\). Since \(n_2<0\),

\[
F_{\rm out}=\frac{U}{ed}+\frac{e|n_2|}{\varepsilon_0}.
\]

Integrating the layer weights over momentum at zero temperature gives \(n_2=-6.2\times10^{12}\) cm\(^{-2}\). The outer vacuum field is 20.2 MV/cm, of which 8.96 MV/cm remains between the layers; the bilayer screens out more than half. In a gate oxide of relative permittivity 3.9 the same displacement means \(20.2/3.9=5.2\) MV/cm. With \(\varepsilon_r=2\) between the layers the outer vacuum field becomes \(2\times8.96+11.2\approx29\) MV/cm, or 7.5 MV/cm in the oxide. These values are one half to three quarters of the rough 10 MV/cm at which good silicon dioxide breaks down, so the case is demanding but not excluded.

At 300 K the gap is 9.2 times the thermal energy of 0.0259 eV. With the Fermi level at midgap and \(U\) held fixed, \(5.5\times10^{10}\) cm\(^{-2}\) electrons are thermally excited, and by the symmetry of the spectrum as many holes.

## Variation 2: tunnelling through a gapped strip

*If the Fermi level is at midgap in a strip of this bilayer, how fast does a wave at normal incidence decay?*

Set \(E=0\) in (3):

\[
\left(s^2-\frac{U^2}{4}\right)^2=-\frac{g^2U^2}{4}
\quad\Rightarrow\quad s^2=\frac{U^2}{4}\pm\frac{i g|U|}{2}
=(0.0225\pm0.0585i)\ \text{eV}^2 .
\]

For \(s=p+iq\), \(|s^2|=p^2+q^2\) and \(\mathrm{Re}\,s^2=p^2-q^2\). Subtracting,

\[
|q|=\sqrt{\frac{|s^2|-\mathrm{Re}\,s^2}{2}}
=\sqrt{\frac{0.0627-0.0225}{2}}\ \text{eV}=0.142\ \text{eV}.
\]

The amplitude decays as \(e^{-|q|z/\hbar v}\), with \(z\) the distance into the strip. The probability falls by a factor \(e\) over \(\hbar v/(2|q|)=2.25\) nm. Across 10 nm the exponential factor is \(e^{-10/2.25}\approx0.01\), before any prefactor from the matching at the edges. That prefactor is not small: with ungapped bilayer leads whose Fermi level is 0.2 or 0.6 eV above neutrality, the transmission across 10 nm is about 0.06, in the second case summed over two channels. Since \(p\neq0\), the two decaying waves interfere, and the transmission need not fall monotonically with length. For the leads at 0.2 eV it is 0.79 at 2 nm and 0.01 at 5 nm, and it rises again to the value at 10 nm; for the leads at 0.6 eV it falls steadily and is 0.48 at 5 nm. A gapped strip only a few nanometres long is therefore a leaky barrier, even at zero temperature.

## Calculated quantities

```
Interlayer asymmetry U: 0.30 eV
Interlayer hopping g: 0.39 eV
In-plane hopping (rough): 3.0 eV
Lattice constant: 0.246 nm
Layer spacing: 0.335 nm
hbar v: 0.6391 eV nm
sqrt(g^2+U^2): 0.4920 eV
Splitting at the corner: 0.3000 eV
Upper band at the corner: 0.4179 eV
Gap, formula: 0.2378 eV
Gap, formula: 237.8 meV
Conduction edge above midgap: 0.1189 eV
Gap, diagonalized on lattice: 0.2378 eV
Ring s: 0.1914 eV
Ring wavenumber: 0.2995 nm^-1
Gap if layers were at +-0.30 eV: 0.3270 eV
Far-layer weight at conduction edge: 0.749 (fraction)
Skew hopping gamma3 (rough): 0.38 eV
Skew hopping gamma4 (rough): 0.14 eV
Dimer site shift (rough): 0.02 eV
Gap with gamma3 only: 0.2117 eV
Gap with gamma3, gamma4, shift: 0.2114 eV
Relative change of gap: -11.1 %
Neutral far-layer density, T=0: -6.210e+12 cm^-2
Lone contact, eps_r=1, far-layer density: 4.949e+12 cm^-2
Lone contact, eps_r=1, Fermi level above midgap: 0.385 eV
Lone contact, eps_r=1, Fermi level above edge: 0.266 eV
Lone contact, eps_r=1, total density: 2.772e+13 cm^-2
Lone contact, eps_r=2, far-layer density: 9.898e+12 cm^-2
Lone contact, eps_r=2, Fermi level above midgap: 0.503 eV
Lone contact, eps_r=2, Fermi level above edge: 0.384 eV
Lone contact, eps_r=2, total density: 4.330e+13 cm^-2
Field between layers U/(e d): 8.96 MV/cm
Outer vacuum field for neutrality: 20.19 MV/cm
Oxide relative permittivity (rough): 3.9 
Field in that oxide: 5.18 MV/cm
Temperature: 300 K
Thermal energy: 0.0259 eV
Gap / thermal energy: 9.20 
Thermal electrons, midgap level: 5.526e+10 cm^-2
Midgap tunnelling length (probability): 2.25 nm
Assumed broadening, full width: 0.020 eV
Midgap DOS relative to U=0: 0.274
```
